# Residual splitting under off-resonance continuous-wave decoupling, part 1

(Sections cited here and not found follow in the second part.)

## The exact spectrum of the irradiated pair

When a spin $S$ is observed while its coupling partner $I$ is irradiated continuously, but not quite at the resonance frequency of $I$, the doublet of $S$ does not collapse completely. For strong irradiation the splitting that remains is

$$
D \approx \frac{|J\Delta|}{\sqrt{\Delta^2+\nu_1^2}} .
$$

Here $J$ is the scalar coupling constant, $\Delta$ is the offset of the irradiation from the resonance of $I$, and $\nu_1=\omega_1/2\pi$ is the amplitude of the irradiation, expressed as the frequency at which $I$, without the coupling, would precess about the radio-frequency field if the irradiation were exactly on resonance. All three are in hertz. The fraction that multiplies $J$ is a ratio, so offset and amplitude may equally well both be given in radians per second, which is the form $J\Delta/\sqrt{\Delta^2+\omega_1^2}$. "Strong" means that the length of the effective field,

$$
W=\sqrt{\Delta^2+\nu_1^2},
$$

is much larger than $|J|$. It does not mean that $\nu_1$ must be much larger than $|\Delta|$.

Both spins are spin 1/2 and belong to different nuclear species, so their resonance frequencies lie far apart. Spin operators are dimensionless, with eigenvalues $\pm\tfrac12$, and energies are divided by Planck's constant $h$, so that they are frequencies. For the $I$ spin in the laboratory, with resonance frequency $\nu_I$ and a field oscillating along $x$ at the frequency $\nu_{\rm rf}$, the Hamiltonian is

$$
\frac{H_{\rm lab}}{h}=\nu_I I_z+2\nu_1\cos\varphi\; I_x ,\qquad \varphi=2\pi\nu_{\rm rf}t .
$$

The time dependence is removed by describing the spin in a frame that turns with the field. Let $\psi'=e^{i\varphi I_z}\psi$. Differentiating this product and using the Schrödinger equation for $\psi$ gives

$$
\frac{i}{2\pi}\frac{d\psi'}{dt}
=\left(e^{i\varphi I_z}\frac{H_{\rm lab}}{h}e^{-i\varphi I_z}-\nu_{\rm rf}I_z\right)\psi' .
$$

The second term comes from the derivative of the exponential. It reduces the precession frequency about $z$ from $\nu_I$ to the offset $\Delta=\nu_I-\nu_{\rm rf}$. The first term rotates $I_x$ into $I_x\cos\varphi-I_y\sin\varphi$, so the radio-frequency term becomes

$$
2\nu_1\cos\varphi\,(I_x\cos\varphi-I_y\sin\varphi)
=\nu_1 I_x+\nu_1(I_x\cos2\varphi-I_y\sin2\varphi),
$$

because $2\cos^2\varphi=1+\cos2\varphi$ and $2\cos\varphi\sin\varphi=\sin2\varphi$. The factor 2 in the laboratory amplitude was chosen so that the static part is $\nu_1I_x$. The remaining part oscillates at twice the irradiation frequency. It has little effect when $\nu_1$ is much smaller than $\nu_{\rm rf}$, and it is dropped.

The $S$ spin is treated in its own rotating frame, which turns at the receiver frequency; the offset of $S$ from that frequency is $\nu_S$. The scalar coupling is $J(I_xS_x+I_yS_y+I_zS_z)$. Its first two terms flip the spins in opposite directions, and in the two rotating frames they oscillate at the difference of the frame frequencies. That difference is enormous compared with $J$, so these terms average out and $J I_zS_z$ is kept. The irradiation is also far from the resonance of $S$, and its action on $S$ is neglected. What remains is

$$
\frac{H}{h}=\nu_S S_z+\Delta I_z+\nu_1 I_x+J I_zS_z .
$$

This is the model in which the word "exact" is used below. It contains no relaxation, no chemical exchange and no spread of the radio-frequency amplitude over the sample.

Every term commutes with $S_z$: the first and last contain $S_z$ itself, and the others act on $I$ alone. The $S$ spin therefore stays in $\alpha$ ($S_z=+\tfrac12$) or in $\beta$ ($S_z=-\tfrac12$), and the four-level problem separates into two problems of two levels each. Putting $S_z=\pm\tfrac12$ into the Hamiltonian gives

$$
\frac{H_\pm}{h}=\pm\frac{\nu_S}{2}+h_\pm,\qquad
h_\pm=a_\pm I_z+\nu_1I_x,\qquad a_\pm=\Delta\pm\frac J2 .
$$

The upper sign belongs to $\alpha$. The $I$ spin thus sees one of two static fields. Both have the same $x$ component $\nu_1$, while their $z$ components differ by $J$, since the partner spin adds or removes half the coupling.

In the basis of $I_z$ eigenstates,

$$
h_\pm=\frac12\begin{pmatrix}a_\pm&\nu_1\\ \nu_1&-a_\pm\end{pmatrix},
\qquad
h_\pm^2=\frac{a_\pm^2+\nu_1^2}{4}\begin{pmatrix}1&0\\0&1\end{pmatrix}.
$$

The off-diagonal elements of the square vanish because $a_\pm\nu_1-\nu_1a_\pm=0$. Each eigenvalue of $h_\pm$ must then square to $(a_\pm^2+\nu_1^2)/4$. The trace of $h_\pm$ is zero, so the two eigenvalues have opposite signs. They are $+\tfrac12\nu_\pm$ and $-\tfrac12\nu_\pm$, with

$$
\nu_\pm=\sqrt{\left(\Delta\pm\frac J2\right)^2+\nu_1^2}.
$$

These are the precession frequencies of $I$ about its two possible effective fields. With $m=\pm\tfrac12$ labelling the spin state along the field, the four energies are $\tfrac12\nu_S+m\nu_+$ for $\alpha$ and $-\tfrac12\nu_S+m'\nu_-$ for $\beta$.

The spectrum of $S$ follows from its free precession after a pulse. The initial density matrix is proportional to $S_x$, apart from a multiple of the unit matrix, which does not evolve and gives no signal. Polarisation of $I$ along $z$ would add a term $I_z$. Since the Hamiltonian never connects $\alpha$ with $\beta$, that term cannot develop into transverse magnetisation of $S$, and it may be left out as well. The normalised signal is

$$
s(t)=\frac{{\rm Tr}[S_+\,U S_xU^\dagger]}{{\rm Tr}[S_+S_x]},\qquad
U=e^{-2\pi iHt/h},\qquad S_+=|\alpha\rangle\langle\beta| .
$$

To evaluate the trace, write $S_x=\tfrac12(|\alpha\rangle\langle\beta|+|\beta\rangle\langle\alpha|)$ and let $U_\pm$ be the evolution operators of $I$ that belong to $H_\pm$. The operator $S_+$ picks out the part of the density matrix that stands between $\langle\beta|$ and $|\alpha\rangle$, which is $\tfrac12U_-U_+^\dagger$. The denominator is $\tfrac12$ times the trace of the unit matrix of $I$, that is, 1. Hence

$$
s(t)=\tfrac12{\rm Tr}_I\!\left[U_+^\dagger U_-\right]
=e^{2\pi i\nu_St}\;\tfrac12{\rm Tr}_I\!\left[e^{2\pi ih_+t}e^{-2\pi ih_-t}\right].
$$

The energy of the $\alpha$ level enters with a positive sign and that of the $\beta$ level with a negative sign. A line therefore appears at the energy of $\alpha$ minus the energy of $\beta$. Inserting the eigenstates $|m\rangle_+$ of $h_+$ and $|m'\rangle_-$ of $h_-$ turns the trace into a sum of four oscillations:

$$
s(t)=e^{2\pi i\nu_St}\;\frac12\sum_{m,m'}
\left|{}_+\langle m|m'\rangle_-\right|^2
e^{2\pi i(m\nu_+-m'\nu_-)t}.
$$

The two terms with $m=m'$ lie at $\pm\tfrac12(\nu_+-\nu_-)$ from $\nu_S$, and they form the central doublet. The two terms with $m=-m'$ lie at $\pm\tfrac12(\nu_++\nu_-)$, and they are the satellites. The separation of the central lines is

$$
D=|\nu_+-\nu_-| .
$$

The intensities are squared overlaps between spin states quantised along two different directions. The unit vectors along the fields are $\mathbf n_\pm=(\nu_1,0,a_\pm)/\nu_\pm$. The projector on the state with $m=+\tfrac12$ along $\mathbf n$ is $\tfrac12(1+\mathbf n\cdot\boldsymbol\sigma)$, where $\boldsymbol\sigma$ is the vector of Pauli matrices. The squared overlap of two states is the trace of the product of their projectors, so that

$$
\left|{}_+\langle\tfrac12|\tfrac12\rangle_-\right|^2
=\tfrac14{\rm Tr}\left[(1+\mathbf n_+\!\cdot\boldsymbol\sigma)(1+\mathbf n_-\!\cdot\boldsymbol\sigma)\right]
=\tfrac12(1+\mathbf n_+\!\cdot\mathbf n_-).
$$

The terms linear in $\boldsymbol\sigma$ drop out because Pauli matrices have no trace. The quadratic term gives $2\,\mathbf n_+\cdot\mathbf n_-$, because the trace of $\sigma_i\sigma_j$ is 2 for $i=j$ and zero otherwise. If $\theta$ is the angle between the two fields, the overlap is $\tfrac12(1+\cos\theta)=\cos^2(\theta/2)$. The same value holds for the two states with $m=m'=-\tfrac12$, since both vectors then change sign. For $m=-m'$ one vector changes sign, and the overlap is $\sin^2(\theta/2)$. The angle follows from the scalar product, in which $a_+a_-=\Delta^2-J^2/4$:

$$
\cos\theta=\frac{\nu_1^2+a_+a_-}{\nu_+\nu_-}
=\frac{\Delta^2+\nu_1^2-J^2/4}{\nu_+\nu_-}.
$$

Adding the two exponentials of each pair gives twice a cosine, which cancels the factor $\tfrac12$. Relative to the frequency $\nu_S$, the signal is

$$
s(t)\,e^{-2\pi i\nu_St}
=\cos^2\frac\theta2\,\cos[\pi(\nu_+-\nu_-)t]
+\sin^2\frac\theta2\,\cos[\pi(\nu_++\nu_-)t].
$$

At $t=0$ the two weights add up to 1, as they must. The central doublet carries the fraction $\cos^2(\theta/2)$ of the total intensity, shared equally between its two lines, and the satellites carry the rest. The spectrum is symmetric about $\nu_S$. Changing the sign of $J$ or of $\Delta$ exchanges $\nu_+$ and $\nu_-$ and leaves the spectrum as it was, so the signs of $J$ and $\Delta$ cannot be read from it.

The satellites have a simple origin. The two eigenstates of $I$ along one field are not eigenstates along the other unless the fields are parallel or antiparallel. When $S$ passes between $\alpha$ and $\beta$, the field acting on $I$ changes direction, and the spin that pointed along the old field has some probability of being found against the new one. The energy of that reversal appears as a displacement of the $S$ line by about one precession frequency of $I$.

The difference of two square roots hides the dependence on the offset, and it is also a poor form for arithmetic when the roots are nearly equal. Both defects are removed by means of the squares:

$$
\nu_+^2-\nu_-^2=\left(\Delta+\frac J2\right)^2-\left(\Delta-\frac J2\right)^2=2J\Delta .
$$

The amplitude $\nu_1$ has cancelled here. Since the left side is $(\nu_+-\nu_-)(\nu_++\nu_-)$, division by the sum gives

$$
D=\frac{2|J\Delta|}{\nu_++\nu_-}.
$$

This is still exact within the model. It shows that the central splitting is proportional to the inverse of the mean of the two precession frequencies, and that for $\nu_1\neq0$ it vanishes on resonance.

As an example take the round values $J=150$ Hz, $\nu_1=2500$ Hz and $\Delta=1000$ Hz. The $z$ components of the two fields are $a_+=1075$ Hz and $a_-=925$ Hz, and

$$
\nu_+=\sqrt{1075^2+2500^2}\ {\rm Hz}=2721.33\ {\rm Hz},\qquad
\nu_-=\sqrt{925^2+2500^2}\ {\rm Hz}=2665.64\ {\rm Hz}.
$$

Their difference is $D=55.69$ Hz. Half of it, 27.845 Hz, is the distance of each central line from $\nu_S$. Half of the sum, 2693.48 Hz, is the distance of each satellite. The satellites together carry a fraction $6.69\times10^{-4}$ of the intensity, so a spectrum with ordinary noise would show a plain doublet with a little more than a third of the original splitting. The numerical check finds these lines from the full four-by-four matrix and the matrix elements of $S_+$, without using the separation into two blocks.

Within the model, the spectrum of $S$ is now known exactly: a central doublet with splitting $D=2|J\Delta|/(\nu_++\nu_-)$ and a pair of satellites. It remains to obtain the strong-irradiation formula from this result and to find how accurate it is and where it fails.
